# The Triangular-Well Sum Rule and the Spacing of Airy Zeros, part 1

(Sections cited here and not found follow in the second part.)

## I. From the sum rule to the Airy zeros

### A box as the simplest case

A particle in a box shows how a statement about optical transitions becomes a statement about numbers. Let the box occupy \(0<s<\pi\), and choose units in which the Hamiltonian is \(h_0=-d^2/ds^2\). The normalised states that vanish at both walls, and their energies, are
\[
v_n(s)=\sqrt{\frac{2}{\pi}}\,\sin ns,\qquad \varepsilon_n=n^2,\qquad n=1,2,\ldots \tag{1}
\]

Consider the function \(s\,v_1\). It vanishes at both walls, because \(v_1\) does. The product rule gives
\[
(h_0-1)(s v_1)=-2v_1'-s v_1''-s v_1=-2v_1', \tag{2}
\]
since \(v_1''=-v_1\). Multiply by \(s v_1\) and integrate by parts:
\[
\int_0^\pi s v_1(h_0-1)(s v_1)\,ds=-\int_0^\pi s\,(v_1^2)'\,ds
=-\big[s v_1^2\big]_0^\pi+\int_0^\pi v_1^2\,ds=1. \tag{3}
\]
The same integral can be found by expanding \(s v_1\) in the sine functions (1). With \(s_{n1}=\int_0^\pi v_n s v_1\,ds\), it equals \(\sum_n(n^2-1)s_{n1}^2\). Hence this sum is one.

The coefficients are elementary. The product of sines is half a difference of cosines, so
\[
s_{n1}=\frac1\pi\int_0^\pi s\,[\cos(n-1)s-\cos(n+1)s]\,ds .
\]
For a non-zero integer \(q\), one integration by parts gives \(\int_0^\pi s\cos qs\,ds=[(-1)^q-1]/q^2\). This is zero for even \(q\) and \(-2/q^2\) for odd \(q\). Thus \(s_{n1}\) vanishes for odd \(n>1\), while for even \(n\)
\[
s_{n1}=-\frac2\pi\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]
=-\frac{8n}{\pi(n^2-1)^2}. \tag{4}
\]
Inserting (4) in the sum gives
\[
\sum_{n=2,4,6,\ldots}\frac{n^2}{(n^2-1)^3}=\frac{\pi^2}{64}. \tag{5}
\]

Two facts have produced this identity. The energy-weighted sum of squared dipole elements is fixed, and each dipole element is known in terms of the energies. The triangular well has both properties, and its energies are set by the zeros of the Airy function.

### The triangular well

Let an electron of charge \(-e\) and constant mass \(m\) move in \(z>0\). An electric field of magnitude \(F>0\) pushes it towards an impenetrable wall at \(z=0\). Its motion along \(z\) is governed by
\[
H=-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+eFz,\qquad \psi(0)=0. \tag{6}
\]
Motion parallel to the wall is taken to separate from this problem. It adds the same kinetic energy to the initial and final states of a transition that conserves the parallel wavevector, if the parallel mass is the same in both.

Put \(z=lx\). The kinetic term then carries the factor \(\hbar^2/(2ml^2)\), and the potential carries \(eFl\). The two factors are equal when
\[
l=\left(\frac{\hbar^2}{2meF}\right)^{1/3}. \tag{7}
\]
With this choice,
\[
H=eFl\,h,\qquad h=-\frac{d^2}{dx^2}+x. \tag{8}
\]

An eigenfunction of \(h\) with eigenvalue \(\alpha\) obeys \(u''=(x-\alpha)u\). This is Airy's equation in the shifted variable \(x-\alpha\). Of its two standard solutions, \(\mathrm{Bi}\) grows at large \(x\) and \(\mathrm{Ai}\) decays, so \(u\) is proportional to \(\mathrm{Ai}(x-\alpha)\). The wall requires \(\mathrm{Ai}(-\alpha)=0\). Multiplying the eigenvalue equation by \(u\) and integrating also gives \(\alpha=\int_0^\infty(u'^2+xu^2)\,dx>0\) for normalised \(u\).

Let \(a_1<a_2<\cdots\) be the magnitudes of the zeros of \(\mathrm{Ai}\). Then
\[
u_n(x)=C_n\mathrm{Ai}(x-a_n),\qquad E_n=eFl\,a_n,\qquad \mathrm{Ai}(-a_n)=0. \tag{9}
\]
The functions \(u_n\) are real and normalised, and their signs are chosen so that \(u_n'(0)>0\). This slope cannot be zero. A solution of a second-order linear equation that vanishes together with its slope at one point is zero everywhere.

The result to be proved is
\[
\boxed{\sum_{k=2}^{\infty}\frac1{(a_k-a_1)^3}=\frac14.} \tag{10}
\]

### Why the bound states are enough

The sum rule needs a complete set. Define the energy form
\[
Q(f)=\int_0^\infty(f'^2+x f^2)\,dx
\]
for real functions with \(f(0)=0\). Suppose that \(f\) is normalised and \(Q(f)\le A\). The probability beyond \(x=X\) is then at most \(A/X\). Schwarz's inequality also gives \(|f(x)-f(y)|\le\sqrt{A|x-y|}\). Such functions can neither escape to infinity nor oscillate without limit. Any infinite sequence of them therefore contains a subsequence that converges in the mean.

This has two consequences. First, \(Q\) attains its minimum among normalised functions orthogonal to \(u_1,\ldots,u_N\). The minimiser is an eigenfunction, so the minimum is \(a_{N+1}\). Second, the \(a_k\) grow without bound. Infinitely many orthonormal functions lie a distance \(\sqrt2\) apart, and with bounded energy they would have to contain a convergent subsequence.

Take any \(f\) with finite \(Q(f)\), let \(c_k=\int u_kf\,dx\), and let \(r_N=f-\sum_{k\le N}c_ku_k\). One integration by parts gives \(\int(u_k'f'+xu_kf)\,dx=a_kc_k\). Expanding the quadratic form then yields
\[
a_{N+1}\int_0^\infty r_N^2\,dx\le Q(r_N)=Q(f)-\sum_{k=1}^N a_kc_k^2\le Q(f). \tag{11}
\]
Since \(a_{N+1}\) tends to infinity, the remainder tends to zero in the mean. Functions with finite \(Q\) that vanish at the wall can approximate any square-integrable function in the mean, even one that does not vanish there, because the change needed near the wall can be confined to an arbitrarily short interval. The \(u_k\) are therefore complete for all square-integrable functions, and no continuum has to be added. If the potential levelled off at large \(z\), there would be a continuum, and its transitions would belong in the sum.

### The slope at the wall

The next step fixes both the normalisation and the integrals \(\int u_mu_n'\,dx\). Differentiate \(-u_n''+xu_n=a_nu_n\):
\[
-u_n'''+u_n+xu_n'=a_nu_n',
\qquad\text{so}\qquad
(h-a_n)u_n'=-u_n. \tag{12}
\]
Here \(h\) denotes the differential expression in (8). The function \(u_n'\) does not vanish at the wall, so a boundary term must be kept when \(h\) is moved from one factor to the other.

Multiply (12) by \(u_m\) and integrate. Two integrations by parts give
\[
-\int_0^\infty u_mu_n'''\,dx
=\big[-u_mu_n''+u_m'u_n'\big]_0^\infty-\int_0^\infty u_m''u_n'\,dx. \tag{13}
\]
The upper limit contributes nothing, because the Airy functions and their derivatives decay. At the lower limit \(u_m(0)=0\), so the bracket equals \(-u_m'(0)u_n'(0)\). In the last integral, \(-u_m''=(a_m-x)u_m\). Adding the remaining term \(\int(x-a_n)u_mu_n'\,dx\) cancels \(x\) and leaves
\[
(a_m-a_n)\int_0^\infty u_mu_n'\,dx-u_m'(0)u_n'(0)=-\delta_{mn}. \tag{14}
\]

For \(m=n\), equation (14) says that \(u_n'(0)^2=1\). With the chosen sign,
\[
u_n'(0)=1,\qquad C_n=\frac1{\mathrm{Ai}'(-a_n)}. \tag{15}
\]
For \(m\ne n\), it gives
\[
\int_0^\infty u_mu_n'\,dx=\frac1{a_m-a_n}. \tag{16}
\]
The right side changes sign when \(m\) and \(n\) are exchanged. So does the left, because \(\int(u_mu_n)'\,dx=0\).

The equal slopes have a mechanical meaning. In physical units \(\psi_n(z)=l^{-1/2}u_n(z/l)\), so (15) and (7) give
\[
\frac{\hbar^2}{2m}\,\psi_n'(0)^2=\frac{\hbar^2}{2ml^3}=eF. \tag{17}
\]
In a stationary state the mean force is zero. The field pulls with the same force \(eF\) in every state, and the wall must push back with the same mean force. The left side of (17) is that push.

### The dipole elements

Let \(x_{mn}=\int_0^\infty u_mxu_n\,dx\). As in the box, the product rule gives
\[
(h-a_n)(xu_n)=-2u_n'-xu_n''+x(x-a_n)u_n=-2u_n', \tag{18}
\]
because \(u_n''=(x-a_n)u_n\). Now multiply by \(u_m\) and integrate. Both \(u_m\) and \(xu_n\) vanish at the wall, so \(h\) can be moved onto \(u_m\) without a boundary term. The result is
\[
(a_m-a_n)x_{mn}=-2\int_0^\infty u_mu_n'\,dx. \tag{19}
\]
For \(m\ne n\), equation (16) turns this into
\[
x_{mn}=-\frac2{(a_m-a_n)^2}. \tag{20}
\]
The minus sign belongs to the convention of positive slopes at the wall. Reversing the sign of one wavefunction reverses it, but leaves \(x_{mn}^2\) unchanged. The physical dipole length is \(|z_{mn}|=l|x_{mn}|\).

Every pair of states is coupled. This differs from the box, where reflection symmetry about the centre removes half of the transitions from the ground state. It also differs from motion in a uniform field without a wall, where the force is constant and has no off-diagonal elements. In (14) the off-diagonal coupling comes entirely from the wall term.

### The oscillator-strength sum

Define the strength of the transition from \(n\) to \(m\) by
\[
f_{mn}=\frac{2m}{\hbar^2}(E_m-E_n)|z_{mn}|^2. \tag{21}
\]
In the prefactor \(m\) is the mass; as a subscript it labels a state. With \(E_m-E_n=eFl(a_m-a_n)\) and \(z_{mn}=lx_{mn}\), the prefactor becomes \(2meFl^3/\hbar^2=1\). Therefore
\[
f_{mn}=(a_m-a_n)x_{mn}^2. \tag{22}
\]

Set \(g=xu_n\). This function vanishes at the wall and decays, and \(hg\) is square integrable. The component of \(hg\) along \(u_m\) is \(a_mx_{mn}\), by the same boundary-free transfer used in (19). Completeness then gives
\[
\sum_{m=1}^\infty(a_m-a_n)x_{mn}^2
=\int_0^\infty xu_n(h-a_n)(xu_n)\,dx. \tag{23}
\]
Use (18), and integrate by parts once:
\[
\sum_mf_{mn}=-2\int_0^\infty xu_nu_n'\,dx
=-\big[xu_n^2\big]_0^\infty+\int_0^\infty u_n^2\,dx=1. \tag{24}
\]
This is the Thomas–Reiche–Kuhn sum rule for the well. The derivation uses functions that satisfy the wall condition, and needs no momentum operator on the half-line.

The term \(m=n\) in (24) is zero. In every other term, (20) and (22) give
\[
f_{mn}=\frac4{(a_m-a_n)^3}. \tag{25}
\]
Consequently,
\[
\sum_{k\ne n}\frac1{(a_k-a_n)^3}=\frac14
\qquad\text{for every }n. \tag{26}
\]
Choosing \(n=1\) proves (10).

### What the identity says

For the ground state every term is positive, and each upward transition takes part of a fixed total. The first term alone must be smaller than one quarter, so \(a_2-a_1>4^{1/3}\). In physical units,
\[
E_2-E_1>4^{1/3}eFl. \tag{27}
\]
For an excited state, transitions to lower levels have negative strength. They describe emission, and the upward strengths must add up to more than one to compensate. The signs in (26) must therefore be kept when \(n>1\).

The field and the mass have disappeared from (26). They set the scales of length and energy, but they do not alter how the strength is divided among the transitions. A different potential shape does alter that division. In the box the first transition has strength \(256/(27\pi^2)\), from (4), which is a larger share than the first transition takes in the triangular well.

## II. Convergence and an inversion-layer example

### Symbols and results carried over

The magnitudes of the Airy zeros are \(a_1<a_2<\cdots\). For an electron of mass \(m\) in the potential energy \(eFz\), with a hard wall at \(z=0\), the length scale is \(l=(\hbar^2/2meF)^{1/3}\) and the energies are \(E_n=eFl\,a_n\). The normalised states are \(\psi_n(z)=l^{-1/2}u_n(z/l)\), with \(x=z/l\). The results needed below are \(|z_{mn}|=2l/(a_m-a_n)^2\) from (20), \(f_{mn}=4/(a_m-a_n)^3\) from (25), and the total strength \(\sum_mf_{mn}=1\) from (24).

### How quickly the sum converges

The first five terms measured from the ground state are as follows.

| \(k\) | \(a_k-a_1\) | Inverse cube | Strength \(f_{k1}\) |
|---:|---:|---:|---:|
| 2 | 1.7498 | 0.18664 | 0.7466 |
| 3 | 3.1825 | 0.03103 | 0.1241 |
| 4 | 4.4486 | 0.01136 | 0.0454 |
| 5 | 5.6060 | 0.00568 | 0.0227 |
| 6 | 6.6845 | 0.00335 | 0.0134 |

The first transition carries about three quarters of the total strength, and these five together carry about 95 percent. The rest is spread over a long tail.

To find the tail, count half-waves between the wall and the classical turning point \(x=a\). The local wavenumber is \(\sqrt{a-x}\), so for large \(k\)
\[
k\simeq\frac1\pi\int_0^{a_k}\sqrt{a_k-x}\,dx
=\frac{2a_k^{3/2}}{3\pi},
\qquad
a_k\simeq\left(\frac{3\pi k}{2}\right)^{2/3}. \tag{28}
\]
A phase offset of order one does not affect this leading form. The inverse cube approaches \(4/(9\pi^2k^2)\), and the remainder after the zero numbered \(N\) is
\[
R_N\simeq\frac4{9\pi^2N}. \tag{29}
\]

The sum through \(k=2000\) is 0.24997727. Equation (29) estimates the remainder as \(2.252\times10^{-5}\). A better estimate keeps \(a_1\) in the denominator. It integrates \((a-a_1)^{-3}\) with the density of zeros \(\sqrt a/\pi\), obtained by differentiating (28), from midway between the last included zero and the next. This gives \(2.273\times10^{-5}\), and the sum with its tail is 0.2500000000. The signed sums measured from the second and third states give the same value.

The strengths also fix a mean transition energy. By (18), the function \((h-a_n)(xu_n)\) equals \(-2u_n'\). Its component along \(u_m\) is \((a_m-a_n)x_{mn}\), so completeness gives
\[
\sum_m(a_m-a_n)^2x_{mn}^2=4\int_0^\infty u_n'^2\,dx. \tag{30}
\]
The integral is the mean kinetic energy in scaled units. To find it, note that \(E_n\) is proportional to \((eF)^{2/3}\). The derivative of an eigenvalue with respect to a parameter is the mean derivative of the Hamiltonian, because the normalisation of the state is fixed. Thus
\[
\langle z\rangle_n=\frac{\partial E_n}{\partial(eF)}
=\frac{2E_n}{3eF}=\frac23a_nl. \tag{31}
\]
The potential energy is two thirds of \(E_n\), and the kinetic energy is one third. The integral in (30) is therefore \(a_n/3\), and for the ground state
\[
\sum_{m>1}f_{m1}(E_m-E_1)=\frac43E_1. \tag{32}
\]

The sum rule has given the Airy-zero identity (10), the numerical sums agree with it, and the mean depth and strength-weighted mean transition energy of the ideal well are known. What remains is to put numbers to an inversion layer and to see how screening, the oxide, the moving charge and temperature alter the ideal picture.

All numerical values are calculated from the stated model.
